The most negative occupation in first-order Methfessel-Paxton smearing

**Problem**

In a Brillouin-zone sum for a metal, the sharp step between filled and empty states is replaced by a smooth occupation of width σ. Measure energy ε from the Fermi level μ in units of this width:

x = (ε − μ)/σ, σ > 0.

The occupation S(x), counted per spin state, is the integral of a broadened delta function D:

S(x) = ∫ₓ^∞ D(t) dt, so that dS/dx = −D(x).

In the first-order Methfessel-Paxton scheme the kernel is

D(x) = (a + b x²) e^(−x²),

with a and b fixed by two conditions, unit area and zero second moment:

∫ D dx = 1, ∫ x² D dx = 0 (both over all x).

The second condition has a purpose. The smeared density of states at the Fermi level is ∫ g(μ + σx) D(x) dx. Expand g in powers of σx. The odd powers integrate to zero because D is even, and the quadratic term vanishes by the second condition. A density of states that is a cubic polynomial in energy is therefore reproduced without error at μ.

(a) Estimate by scaling where S is lowest and how low it is. (b) Find the minimum, and show that it is approximately −0.035 at x = √1.5. (c) Find what this does to the electron count of an almost empty conduction band, using a WSe2 monolayer as the example.

**First estimate by scaling**

The kernel contains one energy scale, σ. The minimum therefore lies at a fixed number times σ above μ, and its depth is a pure number that no choice of σ can change.

The size of that number follows from a sum rule. Insert the definition of S and exchange the order of integration; for a given t, the variable x then runs from 0 to t:

∫₀^∞ x S(x) dx = ∫₀^∞ D(t) [∫₀^t x dx] dt = ½ ∫₀^∞ t² D(t) dt.

Since D is even, the last integral is half the second moment, which is zero. Hence

∫₀^∞ x S(x) dx = 0.

Evenness and unit area also give S(0) = ½. The occupation is thus positive just above the Fermi level, and it must become negative further up for the weighted areas to cancel. For an even kernel, negative occupation is the price of removing the second moment; an asymmetric kernel, as in cold smearing, can avoid it. Plain Gaussian smearing has D = e^(−x²)/√π, whose second moment is ½; its weighted area is 1/8, and its occupation is positive everywhere.

Now draw the curve crudely. Let S fall in a straight line from ½ at x = 0 to zero at x = w. The positive weighted area is

∫₀^w x · ½(1 − x/w) dx = ½(w²/2 − w²/3) = w²/12.

Let the negative part be a symmetric triangle of depth d between w and 2w. Its area is wd/2 and its centre is at 3w/2, so its weighted area is 3w²d/4. Balancing the two gives

3w²d/4 = w²/12, d = 1/9 ≈ 0.11.

The width w has cancelled. With w ≈ 1, as the single scale suggests, the estimate is an occupation of about −0.11 at x ≈ 1.5.

**Exact solution**

*The kernel.* Write Iₙ = ∫ xⁿ e^(−x²) dx over all x. Integration by parts gives Iₙ₊₂ = ½(n + 1) Iₙ, and I₀ = √π, so I₂ = √π/2 and I₄ = 3√π/4. The two conditions become

a√π + b√π/2 = 1,

a√π/2 + 3b√π/4 = 0.

The second gives a = −3b/2. Inserted in the first, this gives −b√π = 1, so b = −1/√π and a = 3/(2√π):

D(x) = (3/2 − x²) e^(−x²)/√π.

The usual Hermite form agrees. It reads [H₀ − H₂/4] e^(−x²)/√π with H₀ = 1 and H₂ = 4x² − 2, and 1 − (4x² − 2)/4 = 3/2 − x².

*The occupation.* Two integrals are needed. By definition of the complementary error function,

∫ₓ^∞ e^(−t²) dt = (√π/2) erfc(x).

Writing t² e^(−t²) as t times t e^(−t²) and integrating by parts,

∫ₓ^∞ t² e^(−t²) dt = ½ x e^(−x²) + (√π/4) erfc(x).

Therefore

S(x) = (3/4) erfc(x) − x e^(−x²)/(2√π) − (1/4) erfc(x)

= ½ erfc(x) − x e^(−x²)/(2√π).

*The position of the minimum.* The slope is

dS/dx = −D(x) = (x² − 3/2) e^(−x²)/√π,

which vanishes at finite x only for x = ±√1.5. The sign of x² − 3/2 gives the whole shape. From the far left, S rises from 1 to a maximum at −√1.5. It then falls until +√1.5, and after that it rises towards 0. A function that rises to the limit 0 is below 0 beforehand, so S(√1.5) < 0. On the left branch S exceeds 1, and on the other two branches it lies above S(√1.5). The point

x* = √1.5 = 1.224745

is therefore the unique global minimum. A numerical minimization of the integrated kernel gives 1.22474.

*The depth.* The error function can be evaluated by hand. Define F(x) = e^(x²) ∫₀ˣ e^(−t²) dt. Differentiation gives F′ = 1 + 2xF, with F(0) = 0. Insert F = Σ aₙ x^(2n+1), with n from 0. The constant term gives a₀ = 1, and the power x^(2n) gives (2n + 1) aₙ = 2 aₙ₋₁. Hence

F(x) = x Σ Tₙ, T₀ = 1, Tₙ = Tₙ₋₁ · 2x²/(2n + 1).

Since erfc = 1 − erf and erf(x) = (2/√π) e^(−x²) F(x), the occupation becomes

S(x) = ½ − c (Σ Tₙ + ½), c = x e^(−x²)/√π.

At the minimum 2x² = 3, so each term is the previous one times 3/(2n + 1):

1, 1, 0.6, 0.2571429, 0.0857143, 0.0233766, 0.0053946, 0.0010789, 0.0001904, 0.0000301.

These ten terms add up to 2.9729278. All later terms are positive, and from the first omitted one onwards their ratio is at most 3/23, so a geometric series bounds their sum by 4.94 × 10⁻⁶. With c = 0.1541803, dropping the tail gives

S(x*) ≈ 0.5 − 0.1541803 × 3.4729278 = −0.035457.

Including the tail bound encloses the value between −0.0354579 and −0.0354571. In terms of the two parts of S,

S(x*) = 0.041632 − 0.077090 = −0.035458,

which is −0.035 to two figures, as was to be shown.

*The other extreme.* Because D is even with unit area, S(−x) = 1 − S(x). The maximum is therefore 1.035458 at x = −√1.5: the largest overfilling below the Fermi level equals the depth of the most negative occupation above it.

**Comparison of the two**

The estimate has the right sign and scale. Its position, 1.5, is 22% above the exact 1.2247, and its depth, 0.11, is too large by a factor of 3.1. The exact solution shows where that factor comes from.

S crosses zero at x₀ = 0.84188. It falls steadily from ½ through this point to the minimum and then rises towards 0 without reaching it, so it is negative for every x > x₀. Taking w = x₀ instead of w = 1 moves the estimated position to 1.5 × 0.842 = 1.26, about 3% above the exact one. The depth does not change, since w cancelled; its error lies in the assumed shapes.

The true weighted area of the negative part can be found in closed form. Integrate by parts from x₀, where S = 0:

∫ x S dx = ½ ∫ x² D dx (both from x₀ to ∞).

The derivative of ½x³e^(−x²) is (3x²/2 − x⁴)e^(−x²), which is √π x² D. The result is therefore

−x₀³ e^(−x₀²)/(4√π) = −0.0414.

By the sum rule the positive part has weighted area +0.0414. The straight line gives x₀²/12 = 0.0591, which is 1.43 times too much. The reason is that S″ = −D′ = x(5 − 2x²)e^(−x²)/√π is positive for 0 < x < √2.5, so the curve sags below its chord.

The remaining factor comes from the negative part. Its weighted area per unit depth is 0.0414/0.03546 = 1.17, against ¾x₀² = 0.53 for the triangle, a ratio of 2.2. The true negative region is broader for its depth, so a shallower minimum is enough to balance the positive part. The product 1.43 × 2.2 accounts for the factor of 3.1.

**An almost empty band**

A negative occupation does no harm to the electron count where the density of states is close to a quadratic polynomial over a few σ around μ. The difference between S and the sharp step is odd in x, so the constant and quadratic terms of the density of states give no error, and the linear term gives none by the sum rule. A cubic term does leave an error in the count, although it leaves none in the smeared density of states at μ. A band edge within that range breaks the condition.

Take a two-dimensional parabolic band of mass m in g equivalent valleys, each with one spin state. Up to energy E above the edge, the states per area number g πk²/(2π)² with k² = 2mE/ħ², which is g m E/(2πħ²). The density of states is the constant N = g m/(2πħ²). If the edge lies aσ above μ, the electron density is

n = N σ G(a), G(a) = ∫ₐ^∞ S(x) dx.

Integration by parts gives ∫ₐ^∞ erfc(x) dx = e^(−a²)/√π − a erfc(a), and ∫ₐ^∞ x e^(−x²) dx = ½ e^(−a²). Hence

G(a) = e^(−a²)/(2√π) − ½ a erfc(a) − e^(−a²)/(4√π) = e^(−a²)/(4√π) − ½ a erfc(a).

For the lowest conduction band of a WSe2 monolayer, rough typical values are m = 0.40 electron masses and g = 2 (the two K valleys), so N = 1.6709 × 10¹⁴ eV⁻¹ cm⁻². Choose σ = 0.1 eV, and hold the Fermi level √1.5 σ = 0.1225 eV below the edge, so that the edge state has the most negative occupation. Then

G = 0.031472 − 1.224745 × 0.041632 = −0.019517,

n = 1.6709 × 10¹⁴ × 0.1 × (−0.019517) = −3.26 × 10¹¹ cm⁻².

A direct sum over a fine k grid gives the same density. At zero temperature the correct answer is zero, so this whole number is smearing error. Gaussian smearing lacks the term −e^(−a²)/(4√π) that comes from the x e^(−x²) part of S, so its G is e^(−a²)/(2√π) − ½ a erfc(a). It gives 0.062944 − 0.050989 = 0.011955, or +2.0 × 10¹¹ cm⁻². At this edge position the higher-order scheme has the larger error as well as the unphysical sign. A Fermi-Dirac distribution at 300 K with the same Fermi level gives an edge occupation of 0.0087 and a density of +3.8 × 10¹⁰ cm⁻².

**The real material**

Of the effects tested here, the largest is the rest of the conduction band. An upper spin-split band 0.04 eV higher, taken with the same mass, adds −1.25 × 10¹¹ cm⁻². Six Q valleys 0.05 eV above the edge, with a density-of-states mass of 0.55 electron masses, add −3.79 × 10¹¹ cm⁻². That is more than the K valleys themselves, because the Q density of states is (6 × 0.55)/(2 × 0.40) = 4.1 times as large, which at this offset just outweighs the effect of the higher Q edge. The ordering depends on the offset: the Q and K contributions are equal at 0.055 eV, and at 0.08 eV the Q part is only 0.4 of the K part. Between offsets of 0.035 and 0.08 eV the total falls from 3.2 to 1.8 times the K-valley result. The total is −8.3 × 10¹¹ cm⁻², 2.5 times the simple result, while the 300 K total is +6.8 × 10¹⁰ cm⁻². The offsets and masses are rough, so these sums give sizes, not predictions. If a gate raises the density to between 10¹² and 10¹³ cm⁻², well above this thermal density, the Fermi level lies closer to the edge or inside the band, and the error must be evaluated anew there.

Other corrections are smaller. Nonparabolicity of the form E(1 + E/E_g) = ħ²k²/(2m), with a rough gap E_g = 1.5 eV, makes the K-valley density 5% more negative. A 24 × 24 k mesh containing the K points, with a rough lattice constant of 0.33 nm, makes it 10% less negative than the converged sum; a 48 × 48 mesh agrees with that sum to within 0.01%. The valence edge lies almost 14σ below μ, where the overfilling is negligible.

Halving σ to 0.05 eV at the same Fermi level doubles a to 2.449. The edge occupation becomes −0.0014 and the K-valley density −2.5 × 10⁹ cm⁻², about 130 times smaller in magnitude. The cost is a finer mesh for the same relative accuracy: the band rises by σ over a wavevector √(2mσ)/ħ, which shrinks by √2. A smaller σ approaches the zero-temperature count, not the thermal one; if the 300 K carriers are wanted, the Fermi-Dirac function is the one to use.

All these comparisons hold the bands and the Fermi level fixed. In a self-consistent calculation with a fixed number of electrons, the Fermi level and the potential shift until the count is right. A negative count can be cancelled by another band or within the same band: G(a) vanishes at a = 0.433, where positive occupations near the edge cancel negative ones higher up. Because G is not monotonic, the Fermi level of a neutral gapped system need not be unique. That response is not included here. The remaining digits are in the numerical output.

Computed values

```
Kernel constant coefficient times sqrt(pi): 1.5000
Kernel x^2 coefficient times sqrt(pi): -1.0000
Integral of x*Gaussian occupation, x>0: 0.125000
Scaled energy of minimum, sqrt(1.5): 1.224745
Scaled energy from numerical search: 1.22474
erfc term at minimum: 0.041632
Gaussian correction at minimum: -0.077090
Minimum occupation: -0.035458
Maximum occupation: 1.035458
Scaled energy where occupation is zero: 0.84188
Series prefactor c: 0.1541803
Series term n=0: 1.0000000
Series term n=1: 1.0000000
Series term n=2: 0.6000000
Series term n=3: 0.2571429
Series term n=4: 0.0857143
Series term n=5: 0.0233766
Series term n=6: 0.0053946
Series term n=7: 0.0010789
Series term n=8: 0.0001904
Series term n=9: 0.0000301
Series sum through n=9: 2.9729278
Series tail bound: 4.94e-06
Enclosure lower end: -0.0354579
Enclosure upper end: -0.0354571
Smearing width: 0.100 eV
Conduction edge above Fermi level: 0.12247 eV
K-valley mass (rough): 0.40 electron masses
K-valley count, one spin each: 2
K-valley density of states: 1.6709e+14 /(eV cm2)
Band integral G at edge: -0.019517
MP K-valley density, formula: -3.2611e+11 /cm2
MP K-valley density, fine k sum: -3.2611e+11 /cm2
Temperature: 300 K; kT: 0.02585 eV
Fermi-Dirac edge occupation: 0.00868
Fermi-Dirac K-valley density: 3.7677e+10 /cm2
Upper spin band offset (rough): 0.040 eV
MP upper spin band density: -1.2467e+11 /cm2
Fermi-Dirac upper spin band density: 8.0463e+09 /cm2
Q offset (rough): 0.050 eV; valleys: 6
Q density-of-states mass (rough): 0.55 electron masses
MP Q-valley density: -3.7864e+11 /cm2
Fermi-Dirac Q-valley density: 2.2551e+10 /cm2
Gap (rough): 1.50 eV
MP K density with nonparabolicity: -3.4242e+11 /cm2
Valence-edge occupation minus one: 1.50e-82
Lattice constant (rough): 0.330 nm
MP K density, 24x24 mesh: -2.9386e+11 /cm2
MP K density, 48x48 mesh: -3.2613e+11 /cm2
Halved smearing width: 0.050 eV
Edge occupation at halved width: -1.4468e-03
MP K density at halved width: -2.5227e+09 /cm2
```
